# Collisional dc sheath law for ions with constant mean free path: test program

```python
"""Constant-mean-free-path collisional dc sheath.

Result under test, for a sheath of width s and potential drop V:
    J = (2/3)(5/3)^(3/2) eps0 sqrt(2 e lam/(pi M)) V^(3/2) / s^(5/2)
J: ion current density, lam: ion charge-exchange mean free path,
M: ion mass, e: elementary charge, eps0: vacuum permittivity.
Ions restart from rest after each collision. The law requires lam << s
and V >> Te, where Te is the electron temperature in volts.
The tests use particle simulation, shooting on Poisson's equation,
a nonlocal kinetic sheath, and a sheath with Boltzmann electrons.
"""
import numpy as np
from scipy.constants import e, epsilon_0, atomic_mass, pi
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

PREFACTOR = (2 / 3) * (5 / 3) ** 1.5


def collisional_current(voltage, width, path, mass):
    drift_coefficient = np.sqrt(2 * e * path / (pi * mass))
    return PREFACTOR * epsilon_0 * drift_coefficient * voltage**1.5 / width**2.5


def simulate_drift():
    """Uniform field; speed unit sqrt(eE lam/M), time unit sqrt(M lam/(eE))."""
    rng = np.random.default_rng(12)
    dt, particles = 0.01, 20000
    speed = np.zeros(particles)
    speed_sum = square_sum = 0.0
    samples = 0
    for step in range(2000):
        collision_probability = (speed + dt / 2) * dt
        speed += dt
        speed[rng.random(particles) < collision_probability] = dt / 2
        if step >= 800:
            speed_sum += speed.mean()
            square_sum += np.mean(speed**2)
            samples += 1
    return speed_sum / samples, square_sum / samples


def shoot_current(voltage, width, path, mass):
    """Find J from Poisson's equation with local drift, without the law."""
    coefficient = np.sqrt(2 * e * path / (pi * mass))

    def voltage_error(log_current):
        current = np.exp(log_current)

        def slope(x, state):
            field = state[0]
            return [current / (epsilon_0 * coefficient * np.sqrt(field)), field]

        solution = solve_ivp(slope, (0, width), [10.0, 0.0],
                             rtol=1e-8, atol=1e-7)
        assert solution.success
        return solution.y[1, -1] - voltage

    return np.exp(brentq(voltage_error, np.log(1e-3), np.log(1e3), xtol=1e-9))


def kinetic_sheath(length, cells):
    """Nonlocal cold-ion sheath; x in units of lam, w scaled potential drop.

    Ions enter at rest with zero edge field. Each later birth point
    contributes to the density with its own speed and survival factor.
    Within each cell w is taken linear and the singular weight integrated.
    """
    x = length * (np.arange(cells + 1) / cells) ** 3
    h = np.diff(x)
    # Collisionless behaviour starts the solution very near the edge.
    w = (9 / 4) ** (2 / 3) * x ** (4 / 3)
    field = (4 / 3) * (9 / 4) ** (2 / 3) * x ** (1 / 3)
    spread = 1 + h**2 / 24

    def density(k, potential):
        root = np.sqrt(np.append(potential - w[:k], 0.0))
        far, near = root[:-1], root[1:]
        distance = x[k] - x[1:k + 1]
        distance = distance + h[:k] * (far + 2 * near) / (3 * (far + near))
        born = np.sum(2 * h[:k] / (far + near) * np.exp(-distance) * spread[:k])
        return born + np.exp(-x[k]) / np.sqrt(potential)

    first = int(np.searchsorted(x, 1e-3))
    old_density = density(first, w[first])
    for k in range(first + 1, cells + 1):
        step = h[k - 1]
        new_density = old_density
        for _ in range(2):
            trial = (w[k - 1] + step * field[k - 1]
                     + step**2 * (2 * old_density + new_density) / 6)
            new_density = density(k, trial)
        w[k] = (w[k - 1] + step * field[k - 1]
                + step**2 * (2 * old_density + new_density) / 6)
        field[k] = field[k - 1] + step * (old_density + new_density) / 2
        old_density = new_density
    return x, w, field


# Drift speed and mean square speed from individual collisions.
mean_speed, mean_square = simulate_drift()
predicted_speed = np.sqrt(2 / pi)
# Tolerances cover the time step and the sampling noise.
assert abs(mean_speed / predicted_speed - 1) < 0.01
assert abs(mean_square - 1) < 0.02

# Worked example and independent shooting in SI units.
mass = 40 * atomic_mass
voltage, width, path, electron_temperature = 200.0, 2e-3, 5e-5, 2.0
current = collisional_current(voltage, width, path, mass)
shot = shoot_current(voltage, width, path, mass)
assert abs(shot / current - 1) < 1e-4
shot_v = shoot_current(2 * voltage, width, path, mass)
shot_s = shoot_current(voltage, 2 * width, path, mass)
shot_l = shoot_current(voltage, width, 2 * path, mass)
exponents = np.log2(np.array([shot_v, shot_s, shot_l]) / shot)
assert np.allclose(exponents, [1.5, -2.5, 0.5], atol=2e-4)

# Nonlocal kinetic solution and its numerical convergence.
x_coarse, w_coarse, _ = kinetic_sheath(100.0, 2000)
x_kin, w_kin, field_kin = kinetic_sheath(100.0, 4000)
assert abs(w_coarse[-1] / w_kin[-1] - 1) < 1e-3


def kinetic_values(ratio):
    w = np.interp(ratio, x_kin, w_kin)
    field = np.interp(ratio, x_kin, field_kin)
    to_law = np.sqrt(pi) * ratio**2.5 / (PREFACTOR * w**1.5)
    to_child = ratio**2 / ((4 / 9) * w**1.5)
    width_exponent = -1.5 * ratio * field / w
    return to_law, to_child, width_exponent, -2 - width_exponent


def impact_energy_ratio(ratio):
    """Flux-averaged wall energy divided by (5/3) e V lam/s."""
    inside = x_kin < ratio
    birth = np.append(x_kin[inside], ratio)
    w_birth = np.interp(birth, x_kin, w_kin)
    gain = w_birth[-1] - w_birth
    energy = np.trapezoid(gain * np.exp(birth - ratio), birth) \
        if hasattr(np, "trapezoid") else \
        np.trapz(gain * np.exp(birth - ratio), birth)
    energy += np.exp(-ratio) * w_birth[-1]
    return energy / (5 * w_birth[-1] / (3 * ratio))


ratios = [1.0, 10.0, 40.0, 100.0]
kinetic = {r: kinetic_values(r) for r in ratios}
child_limit = kinetic_values(0.01)[1]
assert abs(child_limit - 1) < 0.02
assert abs(kinetic[100.0][0] - 1) < 0.05
assert abs(kinetic[100.0][0] - 1) < abs(kinetic[10.0][0] - 1)
assert abs(kinetic[100.0][2] + 2.5) < 0.05
assert abs(kinetic[100.0][3] - 0.5) < 0.05
assert abs(impact_energy_ratio(100.0) - 1) < 0.03


def first_integral_excess(ratio):
    field = np.interp(ratio, x_kin, field_kin)
    return 2 * field**1.5 / (3 * np.sqrt(pi)) - ratio


log_growth = first_integral_excess(100.0) - first_integral_excess(25.0)
predicted_growth = np.log(4) / 12
assert abs(log_growth - predicted_growth) < 0.01

# Boltzmann electrons with local ion drift. chi is potential drop/Te.
# The position is zero at the singular point of the quasineutral solution.


def electron_slope(position, state):
    chi, field = state
    return [field, 1 / np.sqrt(field) - np.exp(-chi)]


start = 30.0
with_electrons = solve_ivp(electron_slope, (-start, 6000),
                           [-0.5 * np.log(2 * start), 1 / (2 * start)],
                           method="Radau", rtol=1e-8, atol=1e-10,
                           dense_output=True)
assert with_electrons.success
edge_chi, edge_field = with_electrons.sol(0.0)


def electron_case(drop):
    position = brentq(lambda z: with_electrons.sol(z)[0] - edge_chi - drop,
                      0.0, 6000.0)
    return position, position**2.5 / (PREFACTOR * drop**1.5)


electron_results = {drop: electron_case(drop) for drop in (1e2, 1e4, 1e6)}
assert abs(electron_results[1e2][1] - 1) < 0.25
assert abs(electron_results[1e4][1] - 1) < 0.02
assert abs(electron_results[1e6][1] - 1) < 0.002

# Numerical example.
coefficient = np.sqrt(2 * e * path / (pi * mass))
wall_field = 5 * voltage / (3 * width)
wall_speed = coefficient * np.sqrt(wall_field)
wall_density = current / (e * wall_speed)
child_current = (4 / 9) * epsilon_0 * np.sqrt(2 * e / mass) \
    * voltage**1.5 / width**2
impact_energy = wall_field * path
example_ratio = width / path
example_kinetic = kinetic_values(example_ratio)
example_electrons = electron_case(voltage / electron_temperature)
transition_length = (epsilon_0 * coefficient * electron_temperature**1.5
                     / current) ** 0.4

print(f"Ion mass: {mass / atomic_mass:.1f} u = {mass:.5e} kg")
print(f"Sheath voltage V: {voltage:.1f} V")
print(f"Sheath width s: {width * 1e3:.3f} mm")
print(f"Ion mean free path: {path * 1e3:.3f} mm")
print(f"Electron temperature Te: {electron_temperature:.1f} V")
print(f"s / mean free path: {example_ratio:.1f}")
print(f"V / Te: {voltage / electron_temperature:.1f}")
print(f"Numerical prefactor (2/3)(5/3)^(3/2): {PREFACTOR:.5f}")
print(f"Drift coefficient a: {coefficient:.4f} m/s per sqrt(V/m)")
print(f"Collisional-law J: {current:.4f} A/m^2 = {current / 10:.5f} mA/cm^2")
print(f"J from shooting: {shot:.4f} A/m^2")
print(f"Collisionless-law J: {child_current:.4f} A/m^2")
print(f"Collisional / collisionless J: {current / child_current:.4f}")
print(f"Wall field: {wall_field:.4e} V/m")
print(f"Wall drift speed: {wall_speed:.1f} m/s")
print(f"Wall ion density: {wall_density:.4e} m^-3")
print(f"Leading-order mean impact energy: {impact_energy:.3f} eV")
print(f"Kinetic / leading impact energy: {impact_energy_ratio(example_ratio):.4f}")
print(f"Simulated scaled drift speed: {mean_speed:.4f} (dimensionless)")
print(f"Predicted scaled drift speed: {predicted_speed:.4f} (dimensionless)")
print(f"Simulated scaled mean square speed: {mean_square:.4f} (dimensionless)")
print(f"Shooting exponent of V: {exponents[0]:.4f}")
print(f"Shooting exponent of s: {exponents[1]:.4f}")
print(f"Shooting exponent of mean free path: {exponents[2]:.4f}")
for ratio in ratios:
    values = kinetic[ratio]
    print(f"Kinetic s/lambda={ratio:.0f}: J/J_law={values[0]:.4f}, "
          f"s exponent={values[2]:.4f}, lambda exponent={values[3]:.4f}")
print(f"Kinetic J/J_collisionless at s/lambda=0.01: {child_limit:.4f}")
print(f"Kinetic J for example: {current * example_kinetic[0]:.4f} A/m^2")
print(f"First-integral log growth, s/lambda 25 to 100: {log_growth:.4f}")
print(f"Predicted log growth: {predicted_growth:.4f}")
print(f"Transition length from law J: {transition_length * 1e3:.4f} mm")
print(f"Electron-model scaled edge field: {edge_field:.4f} (dimensionless)")
for drop, result in electron_results.items():
    print(f"Electron model V/Te={drop:.0f}: s/transition length="
          f"{result[0]:.3f}, J/J_law={result[1]:.5f}")
print(f"Electron-model J for example: {current * example_electrons[1]:.4f} A/m^2")
print("ALL CHECKS PASSED")
```

Printed output:

```
Ion mass: 40.0 u = 6.64216e-26 kg
Sheath voltage V: 200.0 V
Sheath width s: 2.000 mm
Ion mean free path: 0.050 mm
Electron temperature Te: 2.0 V
s / mean free path: 40.0
V / Te: 100.0
Numerical prefactor (2/3)(5/3)^(3/2): 1.43444
Drift coefficient a: 8.7625 m/s per sqrt(V/m)
Collisional-law J: 1.7597 A/m^2 = 0.17597 mA/cm^2
J from shooting: 1.7596 A/m^2
Collisionless-law J: 6.1118 A/m^2
Collisional / collisionless J: 0.2879
Wall field: 1.6667e+05 V/m
Wall drift speed: 3577.3 m/s
Wall ion density: 3.0702e+15 m^-3
Leading-order mean impact energy: 8.333 eV
Kinetic / leading impact energy: 0.9664
Simulated scaled drift speed: 0.7952 (dimensionless)
Predicted scaled drift speed: 0.7979 (dimensionless)
Simulated scaled mean square speed: 0.9922 (dimensionless)
Shooting exponent of V: 1.5000
Shooting exponent of s: -2.5000
Shooting exponent of mean free path: 0.5000
Kinetic s/lambda=1: J/J_law=0.4782, s exponent=-2.1208, lambda exponent=0.1208
Kinetic s/lambda=10: J/J_law=0.8533, s exponent=-2.3742, lambda exponent=0.3742
Kinetic s/lambda=40: J/J_law=0.9513, s exponent=-2.4568, lambda exponent=0.4568
Kinetic s/lambda=100: J/J_law=0.9780, s exponent=-2.4801, lambda exponent=0.4801
Kinetic J/J_collisionless at s/lambda=0.01: 0.9985
Kinetic J for example: 1.6740 A/m^2
First-integral log growth, s/lambda 25 to 100: 0.1167
Predicted log growth: 0.1155
Transition length from law J: 0.1092 mm
Electron-model scaled edge field: 0.5591 (dimensionless)
Electron model V/Te=100: s/transition length=18.974, J/J_law=1.09325
Electron model V/Te=10000: s/transition length=290.936, J/J_law=1.00649
Electron model V/Te=1000000: s/transition length=4599.865, J/J_law=1.00042
Electron-model J for example: 1.9237 A/m^2
ALL CHECKS PASSED
```
